\section*{Local slope of contact area against load in Greenwood–Williamson theory}

\section*{Problem}

A rough elastic pad is pressed against a smooth, rigid flat of nominal area $A_0$. The pad carries $\eta$ asperities per unit area, each with a spherical cap of radius $R$. Their heights $z$ are Gaussian with standard deviation $\sigma$ and are measured from the mean asperity height. The flat lies at height $d$ on the same scale. Each asperity higher than $d$ deforms as an independent Hertz contact without adhesion. Define
\[
h=\frac d\sigma,\qquad s=\frac z\sigma,\qquad
\phi(s)=\frac{e^{-s^2/2}}{\sqrt{2\pi}},\qquad
\alpha=\frac{d\ln A}{d\ln W},
\]
where $A$ is the real contact area and $W$ the load. Material, geometry and $A_0$ are held fixed when $W$ changes.

\begin{enumerate}
\item[(a)] Express $\alpha$ through integrals over the height distribution.
\item[(b)] Show that $\alpha<1$ at every finite separation. Is there also a lower bound?
\item[(c)] Show that $\alpha\to1$ as $h\to\infty$, and find how fast.
\item[(d)] Evaluate $\alpha$ for a polishing pad on a wafer, and size what the model leaves out.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Both $A$ and $W$ depend on the load through $h$ alone. Differentiate each with respect to $h$ and divide.
\item The ratio $\phi(h)/\int_h^\infty\phi\,ds$ is the mean height of the asperities above $h$. Is it larger than $h$? Does it increase with $h$?
\item An average of an increasing function over $[h,\infty)$ exceeds its value at $h$. To go from the power 1 to the power $3/2$, average with the weight $u^{-1/2}$.
\item For the limit, integrate $(s-h)^p\,s\,\phi(s)$ by parts, using $s\phi=-\phi'$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The slope as a ratio of integrals}

An asperity of height $s>h$ is compressed by $w=\sigma(s-h)$. Hertz theory gives it a contact area $\pi Rw$ and a load $\frac43E^*R^{1/2}w^{3/2}$. For a rigid flat, $E^*=E/(1-\nu^2)$, with $E$ and $\nu$ the pad's Young modulus and Poisson ratio. With
\[
F_p(h)=\int_h^\infty(s-h)^p\phi(s)\,ds=\int_0^\infty t^p\phi(h+t)\,dt ,
\]
the sums over asperities are
\begin{equation}
\frac A{A_0}=\pi\eta R\sigma F_1(h),\qquad
\frac W{A_0}=\tfrac43\eta E^*R^{1/2}\sigma^{3/2}F_{3/2}(h).
\label{sums}
\end{equation}
For $p>0$, differentiation under the second integral and integration by parts give
\[
F_p'=\int_0^\infty t^p\phi'(h+t)\,dt
=\bigl[t^p\phi(h+t)\bigr]_0^\infty-p\int_0^\infty t^{p-1}\phi(h+t)\,dt=-pF_{p-1},
\]
since the bracket vanishes at both ends. Define the decay rates $\lambda_p=-d\ln F_p/dh$. Then
\[
\lambda_0=\frac{\phi}{F_0},\qquad \lambda_p=\frac{pF_{p-1}}{F_p}\quad(p>0).
\]
The prefactors in (\ref{sums}) drop out of the logarithmic derivatives, so
\begin{equation}
\alpha=\frac{-\lambda_1}{-\lambda_{3/2}}
=\frac{F_0/F_1}{\frac32F_{1/2}/F_{3/2}}
=\frac23\,\frac{F_0F_{3/2}}{F_1F_{1/2}} .
\label{alpha}
\end{equation}
The material constants affect $\alpha$ through the value of $h$ at which a given load is carried, and in no other way.

\subsection*{(b) Bounds at finite separation}

By (\ref{alpha}), $\alpha<1$ means $\lambda_{3/2}>\lambda_1$. This is reached in three steps.

First, $s\phi=-\phi'$ gives $\int_h^\infty s\phi\,ds=\phi(h)$. Hence $\lambda_0$ is the mean of $s$ over the heights above $h$, and $\lambda_0>h$. With $\phi'=-h\phi$ and $F_0'=-\phi$,
\[
\lambda_0'=\frac{\phi'}{F_0}+\frac{\phi^2}{F_0^2}=\lambda_0(\lambda_0-h)>0 .
\]

Second, $F_1'=-F_0$ gives $F_1(h)=\int_h^\infty F_0\,ds$, while $F_0(h)=\int_h^\infty\phi\,ds=\int_h^\infty\lambda_0F_0\,ds$. Therefore
\[
\lambda_1(h)=\frac{F_0(h)}{F_1(h)}
=\frac{\int_h^\infty\lambda_0(s)F_0(s)\,ds}{\int_h^\infty F_0(s)\,ds}>\lambda_0(h),
\]
because $\lambda_0$ increases. It follows that
\[
\lambda_1'=\frac{F_0'}{F_1}-\frac{F_0F_1'}{F_1^2}
=-\lambda_0\lambda_1+\lambda_1^2=\lambda_1(\lambda_1-\lambda_0)>0 .
\]

Third, insert the definition of $F_1$ and exchange the order of integration. With $L=s-h$,
\begin{align*}
\int_0^\infty u^{-1/2}F_1(h+u)\,du
&=\int_h^\infty\phi(s)\int_0^L u^{-1/2}(L-u)\,du\,ds\\
&=\int_h^\infty\phi(s)\bigl(2-\tfrac23\bigr)L^{3/2}\,ds=\tfrac43F_{3/2}(h),\\
\int_0^\infty u^{-1/2}F_0(h+u)\,du
&=\int_h^\infty\phi(s)\,2L^{1/2}\,ds=2F_{1/2}(h).
\end{align*}
Dividing the second result by the first gives $\frac32F_{1/2}/F_{3/2}=\lambda_{3/2}$. Since $F_0=\lambda_1F_1$,
\[
\lambda_{3/2}(h)=
\frac{\int_0^\infty u^{-1/2}\lambda_1(h+u)F_1(h+u)\,du}
{\int_0^\infty u^{-1/2}F_1(h+u)\,du}>\lambda_1(h).
\]
Thus $\alpha<1$ for every finite $h$.

For a lower bound, write the products of integrals as double integrals and symmetrise in $t$ and $t'$:
\[
F_0F_{3/2}-F_1F_{1/2}
=\tfrac12\iint\phi(h+t)\phi(h+t')\,(t-t')(\sqrt t-\sqrt{t'})\,dt\,dt'>0 .
\]
The two brackets have the same sign, so the integrand is never negative. With (\ref{alpha}),
\[
\tfrac23<\alpha<1 .
\]
The value $2/3$ belongs to a single Hertz contact, whose area grows as the $2/3$ power of its load. It is approached formally as $h\to-\infty$, where $F_p\simeq|h|^p$ and all asperities are compressed almost equally. Independent contacts are no longer a sound picture there.

The upper bound has a direct meaning. The mean real pressure $W/A$ obeys $d\ln(W/A)/d\ln W=1-\alpha>0$, so it rises with load. New contacts form, but not fast enough to keep the mean pressure fixed.

The bound comes from the height distribution as well as from Hertz's law. For a density $e^{-s}$, $F_p=\Gamma(p+1)e^{-h}$, so $\lambda_1=\lambda_{3/2}=1$ and $\alpha=1$. For a tail $s^{-6}$, the substitution $s=hx$ gives $F_p\propto h^{p-5}$, so $\alpha=4/3.5=8/7$, which is above one.

\subsection*{(c) Large separation}

For $p>0$, integrate by parts with $s\phi=-\phi'$:
\[
\int_h^\infty(s-h)^p s\,\phi\,ds=p\int_h^\infty(s-h)^{p-1}\phi\,ds=pF_{p-1}.
\]
Writing $s=(s-h)+h$ turns the left side into $F_{p+1}+hF_p$. Division by $F_p$, with $F_{p+1}/F_p=(p+1)/\lambda_{p+1}$, gives
\begin{equation}
\lambda_p=h+\frac{p+1}{\lambda_{p+1}} .
\label{rec}
\end{equation}
All rates are positive, so $\lambda_p>h$ for every $p>0$. For $h>0$ the same inequality for $\lambda_{p+1}$ gives $\lambda_p<h+(p+1)/h$. Using $\lambda_1>h$ and $\lambda_{3/2}<h+5/(2h)$,
\begin{equation}
\frac1{1+5/(2h^2)}<\alpha<1\qquad(h>0),
\label{squeeze}
\end{equation}
which proves $\alpha\to1$.

The rate of approach follows by iterating (\ref{rec}). Insert $\lambda_{p+1}=h+(p+2)/h+O(h^{-3})$:
\[
\lambda_p=h+\frac{p+1}h-\frac{(p+1)(p+2)}{h^3}+O(h^{-5}).
\]
With $x=h^{-2}$,
\begin{align}
\alpha&=\frac{1+2x-6x^2}{1+\frac52x-\frac{35}4x^2}+O(x^3)\notag\\
&=(1+2x-6x^2)\bigl(1-\tfrac52x+15x^2\bigr)+O(x^3)\notag\\
&=1-\frac1{2h^2}+\frac4{h^4}+O(h^{-6}).
\label{series}
\end{align}
Here $15=\frac{35}4+\frac{25}4$, and the last coefficient is $-6-5+15=4$.

Direct integration gives the following values.
\begin{center}
\begin{tabular}{lcccccc}
$h$ & 0 & 1 & 2 & 4 & 6 & 10\\
$\alpha$ & 0.874 & 0.922 & 0.952 & 0.978 & 0.989 & 0.995
\end{tabular}
\end{center}
At $h=6$ the slope is 0.98852, while (\ref{series}) gives 0.98611 with two terms and 0.98920 with three. At $h=2$ the three terms sum to $1-0.125+0.25=1.125$, above the proven bound, so the expansion is of no use there.

In terms of load the approach is slow. Since $\ln F_{3/2}=-h^2/2+O(\ln h)$, we have $h^2\simeq2\ln(1/F_{3/2})$. To leading logarithmic order,
\[
1-\alpha\simeq\frac1{4\ln(1/F_{3/2})},
\]
where $F_{3/2}$ is proportional to $W$. Thus $A$ is not strictly proportional to $W$ at any finite load in this model.

\subsection*{(d) A polishing pad on a wafer}

Take rough typical values for a polyurethane pad: $E=100$ MPa, $\nu=0.4$, $R=50\ \mu$m, $\sigma=5\ \mu$m and $\eta=200$ mm$^{-2}$. The nominal pressure is $20$ kPa. Then $E^*=100/(1-0.16)=119$ MPa, and the prefactor of $F_{3/2}$ in (\ref{sums}) is 2.51 MPa. Hence
\[
F_{3/2}(h)=\frac{0.020}{2.51}=0.00797,\qquad h=1.94,\qquad d=9.7\ \mu\mathrm m .
\]
The real area is 0.16\% of the nominal area, and (\ref{alpha}) gives
\[
\alpha=0.950 .
\]
At 10 and 40 kPa the area fractions are 0.0819\% and 0.3055\%. The mean slope between them is $\ln(0.3055/0.0819)/\ln4=0.950$, in agreement with the local value. The local slope falls from 0.955 to 0.944 over this range.

If the removal rate is proportional to real contact area at fixed sliding speed, which is an added assumption, $\alpha$ is its local pressure exponent. Doubling the pressure from 20 to 40 kPa then raises removal by a factor $0.3055/0.1585=1.93$, close to the factor 2 of Preston's linear law.

\paragraph{Against a real pad.} For these inputs much of the load is carried beyond the elastic range. The mean real pressure is $0.020/0.001585=12.6$ MPa. For a rough yield stress of 10 MPa, the Hertz stress field on the contact axis puts first yield at a mean contact pressure of 11.6 MPa, and contacts past that point carry 71\% of the load. Suppose each contact keeps the area $\pi Rw$ but its mean pressure is capped at 11.6 MPa. This is a harsh case, since a confined contact can carry more after first yield. At the same nominal pressure the area rises by 21\% and the slope becomes 0.980. The slope moves towards one because capped contacts carry load in proportion to their area. The size of the effect depends strongly on the cap: at 20 MPa the area rises by only 0.5\% and the slope is 0.9525, and at 28 MPa both keep their elastic values to the digits shown.

Other effects, each taken alone at 20 kPa nominal pressure, are as follows.
\begin{itemize}
\item \emph{Softening.} Halving the modulus, as heat and soaking might do, multiplies the area by 1.93 and gives $\alpha=0.944$. This equals the 40 kPa result because load and modulus enter as $W/E^*$.
\item \emph{Slurry pressure.} If the fluid carries a fixed 20\% share of the load, the area falls by 19\% and $\alpha=0.952$. If instead the fluid pressure stays at 4 kPa while the nominal pressure changes, the exponent of the area in the nominal pressure is $0.952/0.8=1.19$, because the asperities take up the whole change.
\item \emph{Neighbours.} There are 5.3 contacts per mm$^2$, which corresponds to a spacing of 434 $\mu$m on a square grid. For random placement the mean distance to the nearest neighbour is half of this, and the shift varies as the inverse of the distance. One neighbour at 434 $\mu$m shifts a contact by 1.2\% of its mean compression of 1.9 $\mu$m. A uniform shift from all contacts together changes $h$ but not the relation between $A$ and $W$. The summed shift also varies from contact to contact, because the contacts are irregularly placed and loaded. For random placement on an elastic half-space its variance is $2\pi n\langle P^2\rangle\ln(r_{\max}/r_{\min})/(\pi E^*)^2$, where $n$ is the number of contacts per unit area, $P$ the load of one contact, and neighbours are counted between the distances $r_{\min}$ and $r_{\max}$. With the contact loads of the model, $r_{\min}=20\ \mu$m and $r_{\max}=5$ mm, the standard deviation is 12\% of the mean compression, about ten times the shift from one neighbour. It depends on both cutoffs through the logarithm: it is 10.6\% if no two contacts lie closer than the asperity spacing of about 70 $\mu$m, and 10.4\% if a pad thickness of 1.3 mm sets $r_{\max}$. Its effect on $\alpha$ is not worked out here.
\item \emph{Adhesion.} For a work of adhesion of 50 mJ/m$^2$, the pull-off force $P_c=\frac32\pi R\,\Delta\gamma$ is 0.3\% of the mean contact load $P$ of 3.8 mN. The effect on the area is larger, because it grows as the square root of this ratio. In the JKR theory of soft adhesive spheres, a contact under load $P$ has the area of a Hertz contact under $P+2P_c+2\sqrt{P_cP+P_c^2}$. This effective load is some 12\% above $P$, and since the area goes as its $2/3$ power, the area is some 8\% larger.
\item \emph{Contact slope.} At the mean compression the contact radius is $0.20R$. Hertz theory ignores the sideways motion of the surface under pressure. In a frictionless contact with $\nu=0.4$ this motion draws the contact edge inwards, by a fraction proportional to the ratio itself. Estimated from the half-space displacements, it lowers the area by 2.7\% at the mean compression and by 3.5\% when summed over the pad. Corrections from the finite curvature of the cap and from finite strain (the mean real pressure is $0.13E$) enter at the same order in this ratio and are not worked out here, so these figures give the scale of the error in Hertz theory, not its net size or sign.
\end{itemize}

The limit $\alpha\to1$ is also cut off by the finite number of asperities. On a 300 mm wafer the expected number of contacts falls to one at $h=5.26$, where (\ref{alpha}) gives 0.986. The smooth height distribution no longer describes one given wafer there: a single remaining contact has the slope $2/3$.

\section*{Variation 1: heights with a sharp upper limit}

Suppose that the tallest asperities are removed altogether, so that the Gaussian is cut at $s=b$ and renormalised. What is the slope just before contact is lost?

Put $L=b-h\ll1$. The density is then nearly constant over the heights in contact, and
\[
F_p\simeq C\int_0^Lt^p\,dt=\frac{C\,L^{p+1}}{p+1},
\]
with $C$ the renormalised density at $b$. Hence $A\propto L^2$, $W\propto L^{5/2}$ and
\[
\alpha\to\frac2{5/2}=\frac45 .
\]
The value $4/5$ belongs to a density that is nonzero at its upper end. A density that vanishes there as $(b-s)^m$ gives $(m+2)/(m+\frac52)$ by the same integrals, which is also below one. The limit of one is thus lost for any such power-law end at a finite height, whether or not the density jumps there. For $b=3$ the computed slope is 0.801 at $L=0.01$. For the pad at 20 kPa the same cut lowers $\alpha$ from 0.950 to 0.904, so a missing tail and yielding move the slope in opposite directions.

Wear that only shortens the tallest asperities is a different case. If they all end at $s=b$ with their cap radius unchanged, they touch together, and the slope just before contact is lost is $2/3$.

\section*{Variation 2: taller asperities are sharper}

Let the radius depend on height as $R(s)=R\,e^{-cs}$ with $c>0$. Does $\alpha<1$ survive?

The area of a contact carries a factor $e^{-cs}$ and its load a factor $e^{-cs/2}$. Completing the square gives
\[
e^{-cs}\phi(s)=e^{c^2/2}\phi(s+c),\qquad
e^{-cs/2}\phi(s)=e^{c^2/8}\phi(s+c/2).
\]
Thus $A\propto F_1(h+c)$ and $W\propto F_{3/2}(h+c/2)$, so
\[
\alpha=\frac{\lambda_1(h+c)}{\lambda_{3/2}(h+c/2)}
=\frac{h+c+2/h+\cdots}{h+c/2+5/(2h)+\cdots}
=1+\frac c{2h}+O(h^{-2}).
\]
The slope still tends to one, but from above. For $c=0.2$ it is 1.005 at $h=10$. For the pad at 20 kPa it is 0.980, still below one. The proof in part (b) therefore relies on a radius that does not depend on height, as well as on Gaussian heights. If either assumption is dropped, the bound can fail, though it need not. Most of the values quoted here are collected in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
h | F_0 | F_1 | F_3/2 | alpha | lower bound (all dimensionless)
 0.0 5.0000e-01 3.9894e-01 4.3002e-01 0.87402 0.00000
 1.0 1.5866e-01 8.3315e-02 7.5668e-02 0.92231 0.28571
 2.0 2.2750e-02 8.4907e-03 6.6482e-03 0.95156 0.61538
 3.0 1.3499e-03 3.8215e-04 2.6397e-04 0.96847 0.78261
 4.0 3.1671e-05 7.1453e-06 4.4392e-06 0.97844 0.86486
 6.0 9.8659e-10 1.5636e-10 8.2036e-11 0.98852 0.93506
10.0 7.6199e-24 7.4746e-25 3.1012e-25 0.99536 0.97561
h=6: alpha 0.988520, two terms 0.986111, three terms 0.989198
h=10: alpha 0.995362, two terms 0.995000, three terms 0.995400
h=20: alpha 0.998774, two terms 0.998750, three terms 0.998775
alpha at h=-30: 0.66704
extrapolated h^-4 coefficient: 3.9986
largest gap, asperity sum vs formula: 1.6e-05
slope, exponential heights: 1.00000
slope, heights with s^-6 tail: 1.14286
pad modulus 100 MPa, Poisson ratio 0.4
radius 50 um, sigma 5 um
asperity density 200 per mm2
contact modulus E*: 119.05 MPa
load scale (pressure / F_3/2): 2.5097 MPa
10 kPa: h 2.1773, area 0.0819 %, alpha 0.9553
20 kPa: h 1.9351, area 0.1585 %, alpha 0.9501
40 kPa: h 1.6747, area 0.3055 %, alpha 0.9437
separation at 20 kPa: 9.68 um
mean real contact pressure: 12.62 MPa
contacts: 5.298 per mm2
mean compression: 1.904 um
load per contact: 3.775 mN
yield stress: 10 MPa
mean pressure at yield onset: 11.59 MPa
load share past yield onset: 71.4 %
capped at onset: alpha 0.9796, area x 1.210
heights cut at 3 sigma: alpha 0.9039
same, 0.01 sigma before last touch: alpha 0.8013
modulus halved: alpha 0.9437, area x 1.928
slurry carries 20 %: alpha 0.9519, area x 0.809
radius as exp(-0.2 s): alpha 0.9798
same at h=10: alpha 1.0049
contact spacing: 434 um
neighbour shift / compression: 1.22 %
work of adhesion: 50 mJ/m2
pull-off force / contact load: 0.312 %
contact radius / R: 0.195
one expected contact on 300 mm wafer: h 5.263, alpha 0.9858
\end{verbatim}
